# Randomly shifted Brillouin-zone grids: bias, variance and error bars, part 1

(Sections cited here and not found follow in the second part.)

## Randomly shifted grids: bias, variance and error bars

A crystal is simulated in a supercell of \(N\) primitive cells, and the wave functions obey twisted boundary conditions \(\psi(\mathbf r+\mathbf T)=e^{i\boldsymbol\theta\cdot\mathbf T}\psi(\mathbf r)\) for every supercell translation \(\mathbf T\). A Bloch state of wavevector \(\mathbf k\) acquires the phase \(e^{i\mathbf k\cdot\mathbf T}\), so it fits in the supercell only if \(\mathbf k=\mathbf g+\boldsymbol\theta\) with \(e^{i\mathbf g\cdot\mathbf T}=1\). For independent electrons the supercell therefore replaces each Brillouin-zone integral by an average over a regular grid of points \(\mathbf g\) displaced by the twist \(\boldsymbol\theta\). In a metal the electron count and the band energy at fixed Fermi level jump as grid points cross the Fermi surface, and one twist gives a number with no indication of its error. If the twist is drawn at random, the result becomes a random variable whose mean and variance can be written down exactly.

### The grid and its character sum

Let \(\mathbf a_i\) be primitive vectors, \(\mathbf b_j\) the reciprocal vectors with \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\), \(\mathbf R\) and \(\mathbf G\) the general vectors of the two lattices, and \(\Omega\) the zone volume. The integrand \(f\) is a fixed function with \(f(\mathbf k+\mathbf G)=f(\mathbf k)\); fixed means that it does not depend on the twist. Its Fourier coefficients and the target are
\[
c_{\mathbf R}=\frac1\Omega\int_{\rm BZ}f(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k,\qquad I=c_{\mathbf 0}. \tag{1}
\]
The superlattice \(\{\mathbf T\}\) is spanned by \(\mathbf A_i=\sum_jM_{ij}\mathbf a_j\) with an integer matrix \(M\), not necessarily diagonal. Its reciprocal vectors \(\mathbf B_i\) satisfy \(\mathbf B_i\cdot\mathbf A_k=2\pi\delta_{ik}\). The vector \(\sum_iM_{ij}\mathbf B_i\) has the scalar product \(2\pi M_{kj}\) with \(\mathbf A_k\), and so has \(\mathbf b_j\); hence \(\mathbf b_j=\sum_iM_{ij}\mathbf B_i\). Every \(\mathbf G\) is thus an integer combination \(\mathbf g\) of the \(\mathbf B_i\), and the cell \(P\) spanned by the \(\mathbf B_i\), the supercell zone, has volume \(\Omega/N\) with \(N=|\det M|\). There are \(N\) vectors \(\mathbf g\) that differ modulo \(\mathbf G\), and the \(N\) translates \(\mathbf g+P\) together form one cell of the reciprocal lattice. A regular grid means this set, with equal weights and no reduction by symmetry. The estimator is
\[
Q(\boldsymbol\theta)=\frac1N\sum_{\mathbf g}f(\mathbf g+\boldsymbol\theta). \tag{2}
\]

The grid is a group under addition modulo \(\mathbf G\): adding a fixed \(\mathbf g_0\) to every point only permutes the points. Consider \(\chi(\mathbf R)=N^{-1}\sum_{\mathbf g}e^{i\mathbf g\cdot\mathbf R}\), which does not depend on the representatives chosen because \(e^{i\mathbf G\cdot\mathbf R}=1\). If \(\mathbf R\) is a superlattice vector, each term is 1. Otherwise write \(\mathbf R=\sum_it_i\mathbf A_i\) with \(t_i=\mathbf B_i\cdot\mathbf R/2\pi\); at least one \(t_i\) is not an integer, and for \(\mathbf g_0=\mathbf B_i\) the phase \(e^{i\mathbf g_0\cdot\mathbf R}=e^{2\pi it_i}\) differs from 1. The permutation property gives \(\chi=e^{i\mathbf g_0\cdot\mathbf R}\chi\), so \(\chi=0\). Therefore
\[
\frac1N\sum_{\mathbf g}e^{i\mathbf g\cdot\mathbf R}=\begin{cases}1,&\mathbf R\in\{\mathbf T\},\\0,&\text{otherwise.}\end{cases} \tag{3}
\]
The same permutation property shows that \(Q(\boldsymbol\theta+\mathbf g_0)=Q(\boldsymbol\theta)\). A twist uniform in \(P\) and a twist uniform in the whole zone therefore give \(Q\) the same distribution, and \(E[\,\cdot\,]\) denotes either average.

### Mean and variance

For integrable \(f\) the mean follows from the tiling alone:
\[
E[Q]=\frac N\Omega\int_P\frac1N\sum_{\mathbf g}f(\mathbf g+\boldsymbol\theta)\,d^3\theta=\frac1\Omega\sum_{\mathbf g}\int_{\mathbf g+P}f\,d^3k=I. \tag{4}
\]
No smoothness is needed, so a Fermi step is allowed. For the variance, take the Fourier coefficient of \(Q\) as a function of \(\boldsymbol\theta\) on the whole zone and substitute \(\mathbf k=\mathbf g+\boldsymbol\theta\) in each term; periodicity lets the shifted zone be replaced by the original one, and (3) finishes the sum:
\[
\frac1\Omega\int Q(\boldsymbol\theta)e^{-i\boldsymbol\theta\cdot\mathbf R}d^3\theta=\frac1N\sum_{\mathbf g}e^{i\mathbf g\cdot\mathbf R}\,c_{\mathbf R}=\begin{cases}c_{\mathbf R},&\mathbf R\in\{\mathbf T\},\\0,&\text{otherwise.}\end{cases} \tag{5}
\]
The Fourier series of the estimator is then
\[
Q(\boldsymbol\theta)-I=\sum_{\mathbf T\neq0}c_{\mathbf T}\,e^{i\boldsymbol\theta\cdot\mathbf T}. \tag{6}
\]
If \(\sum|c_{\mathbf T}|\) converges and \(f\) is continuous, (6) holds at each twist and gives the error of any fixed grid; the \(\Gamma\)-centred grid errs by \(\sum_{\mathbf T\ne0}c_{\mathbf T}\). For \(f\) that is only square integrable, \(Q\) is square integrable as a finite sum of translates of \(f\), and (6) holds in the mean-square sense, which is all the variance needs. Multiply (6) by its complex conjugate and use \(E[e^{i\boldsymbol\theta\cdot(\mathbf T-\mathbf T')}]=\delta_{\mathbf T\mathbf T'}\) (Parseval's theorem):
\[
\sigma^2\equiv E|Q-I|^2=\sum_{\mathbf T\neq0}|c_{\mathbf T}|^2. \tag{7}
\]
The squares are squared moduli. For real \(f\), \(c_{-\mathbf T}=c_{\mathbf T}^*\), and each pair \(\pm\mathbf T\) contributes to (6) the term \(2|c_{\mathbf T}|\cos(\boldsymbol\theta\cdot\mathbf T+\arg c_{\mathbf T})\), of variance \(2|c_{\mathbf T}|^2\). The coefficient \(c_{\mathbf R}\) measures how far the quantity reaches in real space (for the occupation of a band it is the density matrix between cells a distance \(\mathbf R\) apart), so (7) says that the variance is the sum of the squared moduli of the coefficients that connect a cell with its periodic images. If \(f\ge0\), so that \(Q\ge f(\mathbf g+\boldsymbol\theta)/N\), and \(f\) is integrable but not square integrable, as \(1/|\mathbf k-\mathbf k_0|^2\) is in three dimensions, (4) survives, \(\sigma^2\) is infinite, and the error bars below have no meaning.

The two results rest on different properties. Take any points \(\mathbf k_j\) with weights \(w_j\) that sum to 1 and shift them rigidly over the whole zone. The step (5) gives the coefficient \(c_{\mathbf R}\sum_jw_je^{i\mathbf k_j\cdot\mathbf R}\), so the mean is again \(I\), while
\[
\sigma^2=\sum_{\mathbf R\neq0}|c_{\mathbf R}|^2\,\Big|\sum_jw_je^{i\mathbf k_j\cdot\mathbf R}\Big|^2. \tag{8}
\]
Absence of bias comes from the random shift; the restriction to superlattice vectors comes from the group property. A grid reduced by the point group at \(\boldsymbol\theta=0\) and then shifted falls under (8). Twists related by a symmetry of both \(f\) and the grid, such as \(\pm\boldsymbol\theta\) when \(f(-\mathbf k)=f(\mathbf k)\), return the same \(Q\) and do not count as independent samples.

A single point, \(N=1\), is the grid whose superlattice is the whole lattice, with \(\sigma_1^2=\sum_{\mathbf R\neq0}|c_{\mathbf R}|^2\). The average over \(N\) independent random points has variance \(\sigma_1^2/N\), whereas the grid removes all terms but those on \(\{\mathbf T\}\) and keeps these at full weight. Which is smaller depends on the decay of \(c_{\mathbf R}\). If \(f\) continues analytically and stays bounded for imaginary parts of \(\mathbf k\) up to \(\eta\), the contour in (1) can be moved to \(\mathbf k-i\eta\hat{\mathbf R}\) (contributions of opposite cell faces cancel by periodicity), the exponential gains the factor \(e^{-\eta R}\), and \(\sigma\) falls at least exponentially with the shortest \(|\mathbf T|\). A Fermi surface gives power laws whose exponents depend on its shape; they are worked out below for a sphere. A flat sheet is less favourable. For \(f=\Theta(k_F-|k_x|)\) on a simple cubic \(n\times n\times n\) grid, a fraction \(\nu\) of the zone is filled, and the number of occupied planes takes the two integer values next to \(\nu n\). Then \(\sigma^2=p(1-p)/n^2\), with \(p\) the fractional part of \(\nu n\). This falls only as \(N^{-2/3}\), more slowly than for independent points, so for quasi-one-dimensional metals an isotropic grid can be the worse choice.

For real \(f\) there is a second form of (7) that needs no Fourier coefficients. Square (2), average over the zone, substitute \(\mathbf k=\mathbf g+\boldsymbol\theta\), and note that \(\mathbf g'-\mathbf g\) runs \(N\) times over the grid:
\[
\sigma^2=\frac1N\sum_{\mathbf g}C(\mathbf g)-I^2,\qquad C(\mathbf q)=\frac1\Omega\int f(\mathbf k)f(\mathbf k+\mathbf q)\,d^3k. \tag{9}
\]

The numerical check tests (3) to (8) on an analytic function with \(f(-\mathbf k)\ne f(\mathbf k)\) (it is even only about a displaced point), whose complex coefficients are products of modified Bessel functions and phase factors, using a non-diagonal five-point grid and Gauss–Legendre quadrature over the twist. With \(I=2.432020\), the sum (7) and the quadrature both give \(0.702823\); five irregular weighted points have the same mean and the variance \(3.2053\), in agreement with (8).

### Error bars from \(m\) shifts

Draw \(m\ge2\) independent twists, let \(Q_i\) be the real results, and put \(Y_i=Q_i-I\), so that \(E[Y_i]=0\), \(E[Y_iY_j]=\sigma^2\delta_{ij}\). The mean \(\bar Q\) has
\[
E[\bar Q]=I,\qquad \operatorname{Var}\bar Q=\frac1{m^2}\sum_{ij}E[Y_iY_j]=\frac{\sigma^2}m. \tag{10}
\]
The sample variance is \(s^2=\sum_i(Q_i-\bar Q)^2/(m-1)\). Since \(\sum_i(Y_i-\bar Y)^2=\sum_iY_i^2-m\bar Y^2\) and \(m\bar Y^2=m^{-1}\big(\sum_iY_i^2+\sum_{i\ne j}Y_iY_j\big)\),
\[
s^2=\frac1m\sum_iY_i^2-\frac1{m(m-1)}\sum_{i\neq j}Y_iY_j. \tag{11}
\]
The first term has mean \(\sigma^2\) and the second mean zero, so \(E[s^2]=\sigma^2\) whatever the distribution of \(Q\). Assume a finite fourth moment, as for any bounded \(f\), and define the kurtosis \(\kappa=E[Y^4]/\sigma^4\). The first term is a mean of \(m\) independent variables and has variance \((\kappa-1)\sigma^4/m\). In the square of the second, \(E[Y_iY_jY_kY_l]\) with \(i\ne j\), \(k\neq l\) vanishes unless \(\{k,l\}=\{i,j\}\), since otherwise some \(Y\) appears alone; this leaves \(2m(m-1)\) terms equal to \(\sigma^4\) and the variance \(2\sigma^4/[m(m-1)]\). The covariance of the two terms involves \(E[Y_k^2Y_iY_j]\) with \(i\neq j\), where at least one of \(Y_i,Y_j\) is alone, and it vanishes. With \(-1+2/(m-1)=-(m-3)/(m-1)\),
\[
E[s^2]=\sigma^2,\qquad\operatorname{Var}s^2=\frac{\sigma^4}m\Big[\kappa-\frac{m-3}{m-1}\Big]. \tag{12}
\]
The standard error \(s/\sqrt m\) estimates the spread (10). It is low on average, because \((E[s])^2=E[s^2]-\operatorname{Var}s\le\sigma^2\), and (12) gives its own uncertainty.

The interval \(\bar Q\pm t_{m-1}s/\sqrt m\), with \(t_{m-1}\) the Student factor for 95%, has exactly that coverage when \(Q\) is Gaussian. The series (6) is not Gaussian. When \(c_{\mathbf T}\) decays exponentially the shortest \(\mathbf T\) dominate and \(Y\) is a sum of a few cosines. Suppose there are \(d\) of equal amplitude with independent uniform phases, as for \(d\le3\) basis vectors of the superlattice. From \(E\cos^2=\tfrac12\) and \(E\cos^4=\tfrac38\), the sum has second moment \(d/2\). Its fourth power contains \(d\) terms \(\cos^4\) and \(3d(d-1)\) terms \(\cos^2\cos^2\) of mean \(\tfrac14\), and all others average to zero, so
\[
\kappa=\frac{3d/8+3d(d-1)/4}{d^2/4}=3-\frac3{2d}. \tag{13}
\]
This is \(3/2\) for one cosine and \(5/2\) for a simple cubic superlattice; the program finds \(2.5001\) for a smooth cubic function on a \(4\times4\times4\) grid. On a bcc superlattice the eight shortest vectors give four cosines whose phases obey \(\varphi_4=\varphi_1+\varphi_2+\varphi_3\) when the coefficients are real and equal. The product of the four cosines then has 2 constant terms among its 16 exponentials, hence mean \(\tfrac18\), and it appears \(4!=24\) times. The fourth moment is \(\tfrac32+9+3=\tfrac{27}2\), the second is 2, and \(\kappa=27/8\), above the Gaussian value.

The coverage can be computed exactly in the extreme case of one cosine and \(m=2\). There \(s^2=(Y_1-Y_2)^2/2\), so the statistic is \(z=|\bar Y|/(s/\sqrt2)=|Y_1+Y_2|/|Y_1-Y_2|\). With \(Y_1\propto\cos\alpha\), \(Y_2\propto\cos\beta\), \(u=(\alpha+\beta)/2\) and \(v=(\alpha-\beta)/2\), one has \(\cos\alpha+\cos\beta=2\cos u\cos v\) and \(\cos\alpha-\cos\beta=-2\sin u\sin v\), so \(z=|\cot u\cot v|\). For integers \(p,q\) the average of \(e^{2i(pu+qv)}=e^{i(p+q)\alpha+i(p-q)\beta}\) vanishes unless \(p=q=0\), so \(u\) and \(v\) modulo \(\pi\) are independent and uniform. For \(X=\cot u\), \(|du/dX|=1/(1+X^2)\), so \(|X|\) has density \(2/[\pi(1+X^2)]\) and \(y=\ln|X|\) has density \(2e^y/[\pi(1+e^{2y})]=1/(\pi\cosh y)\). The density of \(w=\ln z\) is the convolution of two of these. Using \(\tanh y+\tanh(w-y)=\sinh w/[\cosh y\cosh(w-y)]\), whose left side has the antiderivative \(\ln\cosh y-\ln\cosh(w-y)\) with limits \(\pm w\) at \(y\to\pm\infty\), the convolution is \(2w/(\pi^2\sinh w)\). Changing variable with \(dw=dz/z\) and \(z\sinh w=(z^2-1)/2\),
\[
\text{coverage}=1-\int_{t_1}^\infty\frac{4\ln z}{\pi^2(z^2-1)}\,dz. \tag{14}
\]
For \(t_1=12.706\) this is \(0.8868\), and a simulation gives \(0.8870\). The nominal 95% interval misses in 11% of trials. As \(m\to\infty\) the central limit theorem restores the nominal value for finite \(\sigma\).

### What must be held fixed

In a metal \(f\) contains the occupation \(\Theta(\mu-\varepsilon_{\mathbf k})\), and (4) requires the same \(\mu\) at every twist. The electron number of the supercell then varies with the twist. Filling instead a fixed number of levels at each twist makes the effective Fermi level depend on \(\boldsymbol\theta\), and (4) no longer applies. For independent electrons the sign of the bias follows from one inequality. Let \(\varepsilon_i(\boldsymbol\theta)\) be the levels, \(0\le\nu_i\le2\) any occupations, \(n_0\) the exact number of electrons per cell and \(\mu\) the exact Fermi level. Each term obeys \(\nu_i(\varepsilon_i-\mu)\ge2\min(\varepsilon_i-\mu,0)\). Summing over \(i\), dividing by \(N\), and choosing the \(\nu_i\) that fill the lowest levels with \(Nn_0\) electrons,
\[
E_{\rm can}(\boldsymbol\theta)-\mu n_0\ \ge\ \omega(\boldsymbol\theta)\equiv\frac2N\sum_i(\varepsilon_i-\mu)\Theta(\mu-\varepsilon_i). \tag{15}
\]
The grand potential \(\omega(\boldsymbol\theta)\) has the form (2), so its mean is the exact value \(E_0-\mu n_0\), with \(E_0\) the exact energy per cell, and averaging (15) gives \(E[E_{\rm can}]\ge E_0\). The inequality is strict whenever the count at fixed \(\mu\) differs from \(n_0\) on a set of twists of positive measure, and more twists do not remove it. The same argument shows that \(\omega(\boldsymbol\theta)+\mu n_0\) is an unbiased estimator of \(E_0\). A self-consistent potential recomputed at each twist, or interactions evaluated in the supercell, likewise make \(f\) depend on the twist or on the supercell; (10) to (12) then still describe the scatter about the twist average, but that average need not be the infinite-crystal value.

For a fixed integrand, a uniformly random shift makes the grid average unbiased, with a variance set by the Fourier coefficients on the superlattice; the error bars from a few shifts have been examined, and filling a fixed number of levels has been shown to bias the energy upward or leave it unchanged. It remains to work out the power laws for a spherical Fermi surface and to test the results numerically on a free-electron model of potassium.
